# Permeability and Knudsen diffusivity of a preform from gas-flow measurements: a numerical check

```python
"""Result under test: for isothermal ideal-gas flow through a porous slab with
   N = -(1/RT) (D + k p/mu) dp/dx,
the apparent permeability k_app = N R T L mu / (p_m (p_u - p_d)) obeys
   k_app = k + mu D / p_m,   p_m = (p_u + p_d)/2,
so a line against 1/p_m has intercept k and slope mu D.
N molar flux, k viscous permeability, D effective Knudsen diffusivity,
mu viscosity, L thickness, p_u and p_d upstream and downstream pressures.
A kinetic (linearized BGK) model of a circular pore with diffuse walls then
measures how far the additive law itself can be trusted.
All internal quantities are in SI units."""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

R_GAS, TORR = const.R, const.torr
T, M, mu = 300.0, 0.028, 1.8e-5
L, area = 3e-3, 5e-4
k_input, D_input = 1.0e-14, 2.0e-5
T_std, p_std = 273.15, const.atm
drop = 40 * TORR
p_mean = np.array([100, 150, 250, 500, 800]) * TORR
p_up, p_down = p_mean + drop / 2, p_mean - drop / 2
v0 = np.sqrt(2 * R_GAS * T / M)
v_mean = np.sqrt(8 * R_GAS * T / (np.pi * M))
sccm_per_mol_s = R_GAS * T_std / p_std * 1e6 * 60


def shooting_flux(pu, pd, k, D):
    """Molar flux from the local differential law, by shooting."""
    def miss(q):
        sol = solve_ivp(lambda x, p: -q / (D + k * p / mu), (0, 1), [pu],
                        rtol=1e-10, atol=1e-6)
        return sol.y[0, -1] - pd
    low = 0.999 * (pu - pd) * (D + k * pd / mu)
    high = 1.001 * (pu - pd) * (D + k * pu / mu)
    return brentq(miss, low, high, rtol=1e-12) / (R_GAS * T * L)


def fit_line(x, y):
    """Intercept and slope with least squared relative residuals."""
    design = np.column_stack([1 / y, x / y])
    return np.linalg.lstsq(design, np.ones(len(y)), rcond=None)[0], design


# Integrated law against the numerical solution, at finite pressure drop
flux = np.array([shooting_flux(a, b, k_input, D_input)
                 for a, b in zip(p_up, p_down)])
k_app_unrounded = flux * R_GAS * T * L * mu / (p_mean * drop)
assert np.allclose(k_app_unrounded, k_input + mu * D_input / p_mean,
                   rtol=1e-7, atol=0)

# Synthetic readings, rounded as a flow meter would show them
flow = np.round(flux * area * sccm_per_mol_s, 2)
flux_read = flow / sccm_per_mol_s / area
k_app = flux_read * R_GAS * T * L * mu / (p_mean * drop)
(k_fit, slope), design = fit_line(1 / p_mean, k_app)
D_fit = slope / mu
assert abs(k_fit / k_input - 1) < 5e-3
assert abs(D_fit / D_input - 1) < 5e-3

# Standard errors for 1% flow noise, against repeated noisy fits
noise = 0.01
covariance = noise**2 * np.linalg.inv(design.T @ design)
k_error, D_error = np.sqrt(np.diag(covariance)) / np.array([1, mu])
correlation = covariance[0, 1] / np.sqrt(covariance[0, 0] * covariance[1, 1])
rng = np.random.default_rng(7)
trials = np.array([fit_line(1 / p_mean, k_app * (1 + noise * e))[0]
                   for e in rng.standard_normal((4000, len(k_app)))])
assert abs(trials[:, 0].std() / k_error - 1) < 0.06
assert abs(trials[:, 1].std() / mu / D_error - 1) < 0.06
assert abs(np.corrcoef(trials.T)[0, 1] - correlation) < 0.05

# Pressure at which viscous and Knudsen contributions are equal
p_equal = mu * D_fit / k_fit
both = shooting_flux(p_equal + drop / 2, p_equal - drop / 2, k_fit, D_fit)
alone = shooting_flux(p_equal + drop / 2, p_equal - drop / 2, 0.0, D_fit)
assert abs(both / alone - 2) < 1e-6

# Effect of a viscosity 5% too high, and of the wrong reference pressure
(k_wrong_mu, s_wrong_mu), _ = fit_line(1 / p_mean, 1.05 * k_app)
D_wrong_mu = s_wrong_mu / (1.05 * mu)
assert abs(k_wrong_mu / k_fit - 1.05) < 1e-8
assert abs(D_wrong_mu / D_fit - 1) < 1e-8
(k_down, s_down), _ = fit_line(1 / p_down, k_app * p_mean / p_down)
D_down = s_down / mu
assert abs(k_down / k_fit - 1) < 1e-6
assert abs((D_down - D_fit) / (k_fit * drop / (2 * mu)) - 1) < 1e-5


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def tube_flow(delta, n=12, n_angle=24, n_path=40):
    """Mean reduced velocity U of BGK flow in a tube with diffuse walls.
    delta = r p/(mu v0); the total diffusivity is r v0 U(delta)."""
    a1, w1 = gauss(n_angle, 0, np.pi / 2)
    a2, w2 = gauss(n_angle, np.pi / 2, np.pi)
    angle, w_angle = np.r_[a1, a2][:, None], np.r_[w1, w2][:, None]
    t, w_t = gauss(n_path, 0, 1)
    log_c = np.arange(-20, 1.9, 0.15)
    c = np.exp(log_c)
    c_weight = 0.15 * c * np.exp(-c**2)
    radius_sq, _ = gauss(n, 0, 1)
    kernel = np.empty((n, n))
    for i, r2 in enumerate(radius_sq):
        r = np.sqrt(r2)
        end = -r * np.cos(angle) + np.sqrt(1 - r2 * np.sin(angle)**2)
        s = end * t**2
        t0 = np.exp(-delta * s[..., None] / c) @ c_weight
        weight = 2 / np.pi * w_angle * w_t * 2 * end * t * t0
        z = 2 * (r2 + s**2 + 2 * r * s * np.cos(angle)) - 1
        basis = np.polynomial.legendre.legvander(z.ravel(), n - 1)
        kernel[i] = weight.ravel() @ basis
    values = np.polynomial.legendre.legvander(2 * radius_sq - 1, n - 1)
    coefficients = np.linalg.solve(values - delta * kernel, kernel[:, 0] / 2)
    return coefficients[0]


# Kinetic solution: free-molecular limit, viscous limit and convergence
U_free = tube_flow(0.0)
assert abs(U_free * v0 / (2 / 3 * v_mean) - 1) < 1e-3
U_15, U_30 = tube_flow(15.0), tube_flow(30.0)
assert abs((U_30 - U_15) / 15 * 8 - 1) < 0.02
assert abs(tube_flow(5.0, 8, 16, 30) / tube_flow(5.0) - 1) < 2e-3
slip_ratio = (U_30 - 30 / 8) / U_free
assert 0.6 < slip_ratio < 0.8
U_low = tube_flow(0.1)

delta_grid = np.geomspace(0.4, 40, 12)
U_grid = np.array([tube_flow(d) for d in delta_grid])
assert U_grid.min() < U_free          # flow minimum at intermediate pressure
excess = CubicSpline(np.log(delta_grid), U_grid - delta_grid / 8)


def tube_readings(r):
    """Apparent permeability of one tube at the example's pressures."""
    result = []
    for pu, pd, pm in zip(p_up, p_down, p_mean):
        p, w = gauss(8, pd, pu)
        d = r * p / (mu * v0)
        D_total = r * v0 * (d / 8 + excess(np.log(d)))
        result.append(mu * (w @ D_total) / (pu - pd) / pm)
    return np.array(result)


def ratio_mismatch(r):
    (kt, st), _ = fit_line(1 / p_mean, tube_readings(r))
    return (st / mu / kt) / (D_fit / k_fit) - 1


r_kinetic = brentq(ratio_mismatch, 0.5e-6, 2.0e-6)
y_tube = tube_readings(r_kinetic)
(k_tube, s_tube), _ = fit_line(1 / p_mean, y_tube)
line_misfit = np.max(np.abs((k_tube + s_tube / p_mean) / y_tube - 1))
D_factor = (2 / 3 * r_kinetic * v_mean) / (s_tube / mu)
k_factor = (r_kinetic**2 / 8) / k_tube
D_free_estimate = D_fit * D_factor
k_estimate = k_fit * k_factor
r_additive = 16 * v_mean * k_fit / (3 * D_fit)
assert line_misfit < 0.03             # plot looks straight all the same
assert D_factor > 1.1                 # yet its slope is too small
delta_range = r_kinetic * np.array([p_down[0], p_up[-1]]) / (mu * v0)
p_low = 0.1 * mu * v0 / r_kinetic

# Slit permeability h^2/12 from a finite-difference velocity profile
m = 400
laplacian = (np.diag(-2 * np.ones(m - 1)) + np.diag(np.ones(m - 2), 1)
             + np.diag(np.ones(m - 2), -1)) * m**2
slit_mean = np.linalg.solve(laplacian, -np.ones(m - 1)).sum() / m
assert abs(slit_mean * 12 - 1) < 1e-4

# Other neglected effects, for the example's own numbers
perimeter = 2 * np.sqrt(np.pi * area)
gap = (12 * 0.01 * k_fit * area / perimeter)**(1 / 3)
reynolds = M * flux_read.max() * np.sqrt(k_fit) / mu
B_bound = 5e-5
nonideal = B_bound * p_up.max() / (R_GAS * T)
T_use = 1300.0
D_hot = D_free_estimate * np.sqrt(T_use / T)
assert reynolds < 1e-2 and nonideal < 1e-2

um2, cm2 = 1e12, 1e4
print(f"temperature {T:.0f} K, molar mass {M*1e3:.0f} g/mol")
print(f"viscosity {mu:.2e} Pa s")
print(f"thickness {L*1e3:.1f} mm, area {area*1e4:.1f} cm2")
print(f"standard state {T_std:.2f} K, {p_std:.0f} Pa")
print(f"1 Torr = {TORR:.3f} Pa; pressure drop {drop/TORR:.0f} Torr")
print(f"k used to make readings {k_input*um2:.5f} um2")
print(f"D used to make readings {D_input*cm2:.4f} cm2/s")
print("p_m Torr | flow std cm3/min | N mol/m2/s | 1/p_m 1/Torr | k_app um2")
for pm, q, N, y in zip(p_mean, flow, flux_read, k_app):
    print(f"{pm/TORR:.0f} | {q:.2f} | {N:.5f} | {TORR/pm:.5f} | {y*um2:.5f}")
print(f"intercept k = {k_fit*um2:.5f} um2 = {k_fit:.4e} m2")
print(f"slope = {slope*um2/TORR:.4f} um2 Torr = {slope:.4e} m2 Pa")
print(f"slope/mu = D = {D_fit*cm2:.4f} cm2/s = {D_fit:.4e} m2/s")
print(f"standard error of k at 1% flow noise {k_error*um2:.5f} um2")
print(f"standard error of D at 1% flow noise {D_error*cm2:.4f} cm2/s")
print(f"correlation of the two errors {correlation:.2f}")
print(f"equal-contribution pressure {p_equal/TORR:.1f} Torr")
print(f"mu 5% high: k {k_wrong_mu*um2:.5f} um2, D {D_wrong_mu*cm2:.4f} cm2/s")
print(f"p_d for p_m: k {k_down*um2:.5f} um2, D {D_down*cm2:.4f} cm2/s")
print(f"v0 {v0:.1f} m/s, mean molecular speed {v_mean:.1f} m/s")
print(f"BGK tube: U at delta 0 {U_free:.4f}")
print(f"4/(3 sqrt(pi)) = {4/(3*np.sqrt(np.pi)):.4f}")
print(f"BGK tube: U at delta 0.1 {U_low:.4f}, at 30 {U_30:.4f}")
print(f"(U - delta/8)/U_free at delta 30: {slip_ratio:.3f}")
print(f"pore radius, additive law {r_additive*1e9:.0f} nm")
print(f"pore radius, kinetic tube {r_kinetic*1e9:.0f} nm")
print(f"delta range in example {delta_range[0]:.2f} to {delta_range[1]:.2f}")
print(f"largest misfit of line to kinetic tube {100*line_misfit:.2f} %")
print(f"free-molecular D / slope D, kinetic tube {D_factor:.3f}")
print(f"true k / intercept k, kinetic tube {k_factor:.3f}")
print(f"kinetic estimate of free D {D_free_estimate*cm2:.3f} cm2/s")
print(f"kinetic estimate of k {k_estimate*um2:.5f} um2")
print(f"pressure for delta = 0.1: {p_low/TORR:.2f} Torr")
print(f"total/free diffusivity there {U_low/U_free:.3f}")
print(f"edge gap adding 1% to k {gap*1e6:.2f} um")
print(f"largest Reynolds number on sqrt(k) {reynolds:.1e}")
print(f"non-ideality for assumed |B| {B_bound*1e6:.0f} cm3/mol: "
      f"{100*nonideal:.2f} %")
print(f"free D at {T_use:.0f} K, same gas and pores {D_hot*cm2:.3f} cm2/s")
print("no test failed")
```

Running it gives:

```
temperature 300 K, molar mass 28 g/mol
viscosity 1.80e-05 Pa s
thickness 3.0 mm, area 5.0 cm2
standard state 273.15 K, 101325 Pa
1 Torr = 133.322 Pa; pressure drop 40 Torr
k used to make readings 0.01000 um2
D used to make readings 0.2000 cm2/s
p_m Torr | flow std cm3/min | N mol/m2/s | 1/p_m 1/Torr | k_app um2
100 | 13.13 | 0.01953 | 0.01000 | 0.03699
150 | 14.91 | 0.02217 | 0.00667 | 0.02800
250 | 18.46 | 0.02745 | 0.00400 | 0.02080
500 | 27.33 | 0.04064 | 0.00200 | 0.01540
800 | 37.98 | 0.05648 | 0.00125 | 0.01338
intercept k = 0.01000 um2 = 1.0001e-14 m2
slope = 2.6998 um2 Torr = 3.5995e-10 m2 Pa
slope/mu = D = 0.2000 cm2/s = 1.9997e-05 m2/s
standard error of k at 1% flow noise 0.00013 um2
standard error of D at 1% flow noise 0.0027 cm2/s
correlation of the two errors -0.78
equal-contribution pressure 270.0 Torr
mu 5% high: k 0.01050 um2, D 0.2000 cm2/s
p_d for p_m: k 0.01000 um2, D 0.2148 cm2/s
v0 422.1 m/s, mean molecular speed 476.3 m/s
BGK tube: U at delta 0 0.7523
4/(3 sqrt(pi)) = 0.7523
BGK tube: U at delta 0.1 0.7020, at 30 4.2674
(U - delta/8)/U_free at delta 30: 0.688
pore radius, additive law 1270 nm
pore radius, kinetic tube 1032 nm
delta range in example 1.45 to 14.84
largest misfit of line to kinetic tube 0.88 %
free-molecular D / slope D, kinetic tube 1.285
true k / intercept k, kinetic tube 1.043
kinetic estimate of free D 0.257 cm2/s
kinetic estimate of k 0.01043 um2
pressure for delta = 0.1: 5.52 Torr
total/free diffusivity there 0.933
edge gap adding 1% to k 1.96 um
largest Reynolds number on sqrt(k) 8.8e-06
non-ideality for assumed |B| 50 cm3/mol: 0.22 %
free D at 1300 K, same gas and pores 0.535 cm2/s
no test failed
```
